# Why static RPA local fields cannot raise the dielectric constant

Suppose that a band-structure calculation has given a dielectric constant of 3.11 for a crystal, from its response to a uniform electric field inside the material. The true internal field is not uniform, and a correction is due. The Lorentz argument for polarizable atoms says that the neighbours of an atom enhance the field acting on it, which suggests a correction upwards. For the model crystal treated below, the correct value within the same theory is 2.41. The Lorentz argument is sound, but it starts from a different reference, and without knowing what fixes the sign one would correct in the wrong direction.

The sign is fixed by an energy argument. The uniform field is a constrained trial field; the actual field minimizes a positive quadratic form, and a minimum cannot lie above a trial value.

## The matrix and its positivity

I use Hartree atomic units and Gaussian electrostatics. The crystal is in its ground state, with fixed bands \(E_n\) and occupations \(f_n\), including spin, that do not increase with energy. A weak static perturbation has components \(v_{\mathbf G}\) of the electron's potential energy at wave vectors \(\mathbf q+\mathbf G\). In the random-phase approximation (RPA) the electrons respond independently to the total potential, and the induced density adds its Hartree potential to the external one:

\[
v_{\mathbf G}=v^{\rm ext}_{\mathbf G}+\frac{4\pi}{|\mathbf q+\mathbf G|^2}\sum_{\mathbf G'}\chi^0_{\mathbf G\mathbf G'}v_{\mathbf G'} .
\]

Take the induced term to the left, multiply by \(|\mathbf q+\mathbf G|\), and define field amplitudes \(e_{\mathbf G}=|\mathbf q+\mathbf G|v_{\mathbf G}\). Then

\[
e^{\rm ext}=\tilde\varepsilon\,e,\qquad
\tilde\varepsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-\frac{4\pi\chi^0_{\mathbf G\mathbf G'}}{|\mathbf q+\mathbf G||\mathbf q+\mathbf G'|}.
\]

This scaling is a similarity transformation by a diagonal matrix, so it leaves the diagonal elements of the dielectric matrix and of its inverse unchanged. A macroscopic external field has only the component \(\mathbf G=0\). Hence \(e_0=[\tilde\varepsilon^{-1}]_{00}e_0^{\rm ext}\), and the macroscopic constant is

\[
\varepsilon_M=\frac{e_0^{\rm ext}}{e_0}=\frac{1}{[\tilde\varepsilon^{-1}]_{00}} .
\]

The value without local fields is the head \(\varepsilon_{00}\).

To find the sign of \(\chi^0\), let \(\rho_0\) be the unperturbed density matrix and \(\delta\rho\) its first-order change. Stationarity requires \([H_0,\delta\rho]+[v,\rho_0]=0\). Between states \(m\) and \(n\) this reads \((E_m-E_n)\delta\rho_{mn}+(f_n-f_m)v_{mn}=0\), so

\[
\delta\rho_{mn}=\frac{f_n-f_m}{E_n-E_m}\,v_{mn}.
\]

The density component is \(\delta n_{\mathbf G}=\Omega^{-1}{\rm Tr}(\delta\rho\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r})\), with \(\Omega\) the crystal volume. Inserting \(\delta\rho\) gives

\[
\chi^0_{\mathbf G\mathbf G'}=\frac1\Omega\sum_{nm}\frac{f_n-f_m}{E_n-E_m}\,
\langle n|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m\rangle
\langle m|e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}|n\rangle .
\]

The two matrix elements are conjugates of each other when \(\mathbf G=\mathbf G'\). For any vector \(e\), the double sum over \(\mathbf G,\mathbf G'\) therefore becomes a squared modulus:

\[
e^\dagger\tilde\varepsilon e=e^\dagger e+\frac{4\pi}{\Omega}\sum_{nm}\left(-\frac{f_n-f_m}{E_n-E_m}\right)
\left|\sum_{\mathbf G}\frac{\langle m|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|n\rangle e_{\mathbf G}}{|\mathbf q+\mathbf G|}\right|^2 .
\]

Since occupations do not increase with energy, the bracket is nonnegative. Thus \(\tilde\varepsilon\) is Hermitian and \(e^\dagger\tilde\varepsilon e\ge e^\dagger e\): all its eigenvalues are at least 1.

For an insulator the limit \(\mathbf q\to0\) along a fixed direction is finite. With a local crystal potential and \(\mathbf q\) along \(x\), the commutator \([H_0,e^{iqx}]=e^{iqx}(qp_x+q^2/2)\), taken between a valence state \(v\) and an empty state \(c\), gives

\[
\frac{\langle c|e^{iqx}|v\rangle}{q}\to\frac{\langle c|p_x|v\rangle}{E_c-E_v}.
\]

In a metal the head diverges in this limit, though the inequality still holds at finite \(\mathbf q\).

## The Schur complement is a minimum

Fix the macroscopic field at \(e_0=1\) and collect the microscopic components, \(\mathbf G\ne0\), in a vector \(g\). Let \(w_{\mathbf G}=\tilde\varepsilon_{\mathbf G0}\) be the wing and \(B\) the body, the block with both indices nonzero. Positivity of the whole matrix, applied to vectors with \(e_0=0\), gives \(B\ge1\), so \(B^{-1}\) exists and is positive. Completing the square,

\[
F(g)=\varepsilon_{00}+w^\dagger g+g^\dagger w+g^\dagger Bg
=\varepsilon_{00}-w^\dagger B^{-1}w+(g+B^{-1}w)^\dagger B(g+B^{-1}w).
\]

The minimum is at \(g=-B^{-1}w\). This is also the physical field: the external field has no components at \(\mathbf G\ne0\), so those rows of \(e^{\rm ext}=\tilde\varepsilon e\) read \(w+Bg=0\). The remaining row gives \(\varepsilon_M=\varepsilon_{00}+w^\dagger g\), or

\[
\boxed{\;\varepsilon_M=\varepsilon_{00}-w^\dagger B^{-1}w=\min_g F(g)\;}
\]

This is the Schur complement of \(B\). The subtracted term is nonnegative and vanishes only for \(w=0\). Moreover \(F\ge e^\dagger e\ge1\). Therefore

\[
1\le\varepsilon_M\le\varepsilon_{00}.
\]

"Lower" thus means strictly lower whenever a uniform field induces microscopic fields, and equal otherwise.

The two parts of \(F\) are energies. A real perturbation contains \(v_{\mathbf G}\) and its complex conjugates at opposite wave vectors, so the mean field energy density is \(2e^\dagger e/8\pi=e^\dagger e/4\pi\). For independent electrons the second-order energy is half the interaction energy \(\langle v\,\delta n\rangle\). The unperturbed energy \(\langle H_0\rangle\) therefore rises by minus one half of it, which per volume is

\[
-v^\dagger\chi^0v=\frac{1}{4\pi}e^\dagger(\tilde\varepsilon-1)e .
\]

In units of the macroscopic field energy, \(e^\dagger e\) is the field energy and \(e^\dagger(\tilde\varepsilon-1)e\) the energy stored in the polarized electrons. The head is their sum when microscopic fields are forbidden. Releasing these fields costs field energy and saves at least as much electronic energy.

## A crystal modulated in one direction

Let electrons move in parallel channels that fill space, with a square cross-section \(A=16\) bohr², side walls at which the normal derivative of the wave function (not the wave function itself) vanishes, and the fixed effective potential

\[
V(x)=-U\cos(2\pi x/a),\qquad a=6\ \text{bohr},\quad U=0.3\ \text{hartree}.
\]

Each cell of each channel holds two electrons. The lowest transverse state is uniform across the channel. The first transverse excitation, a cosine with half a wavelength across the side \(\sqrt A\), costs \(\pi^2/(2A)=0.308\) hartree, more than the occupied band width of 0.043 hartree, so the electrons just fill the lowest band. A perturbation depending on \(x\) alone cannot excite transverse motion, because the transverse states are orthogonal. The induced charge is then uniform in each plane of constant \(x\), and the electrostatics is one-dimensional.

I now divide by the signed number \(q+G\) instead of its modulus. This changes signs of basis vectors only, and makes \(e_G\) the Fourier components of the field itself, up to a common factor that cancels when \(e_0=1\). The spin gives a factor 2. The two orderings of an occupied and an empty state contribute equally by time reversal, giving another 2. With \(N\) values of \(k\) and \(\Omega=AaN\),

\[
\tilde\varepsilon_{GG'}=\delta_{GG'}+\frac{16\pi}{AaN}\sum_{k,c}\frac{a_G^*a_{G'}}{\Delta},\qquad
a_G=\frac{\langle c|e^{i(q+G)x}|v\rangle}{q+G},
\]

where \(\Delta\) is the transition energy.

Diagonalizing the bands gives \(\varepsilon_{00}=3.1122\). For the first pair of reciprocal vectors, \(G=\pm2\pi/a\), the wings are both 0.7958, and the body has diagonal elements 1.5900 and off-diagonal element 0.2310. By symmetry the two field components are equal, so \((1.5900+0.2310)g_1=-0.7958\) and \(g_1=-0.437\). The lowering from this pair is

\[
\frac{2(0.7958)^2}{1.5900+0.2310}=0.6955,
\]

which leaves 2.4167. Including the second pair gives 2.4126, and further pairs change nothing at this precision. The approach is from above because each added vector enlarges the set over which \(F\) is minimized. The full lowering is 0.700, or 22% of \(\varepsilon_{00}\) and 33% of \(\varepsilon_{00}-1\).

The energy balance shows where it comes from:

| Field | Field energy | Electron energy | Sum |
|---|---:|---:|---:|
| Uniform | 1.000 | 2.112 | 3.112 |
| Relaxed | 1.379 | 1.034 | 2.413 |

Relaxation costs 0.379 in the field and saves 1.079 in the electrons.

A calculation that does not use \(\chi^0\) confirms these relations. In a supercell of twelve cells, a weak cosine potential is applied and the Hamiltonian is diagonalized repeatedly until the Hartree potential is self-consistent. At this finite wave vector, 0.087 bohr⁻¹, the supercell and the matrix formula both give \(\varepsilon_M(q)=2.389\). They also agree on the head, the microscopic field components and the electron energy.

The theorem fixes the sign of the correction, not its trend. For \(U=0.15\), 0.3 and 0.6 hartree, \(\varepsilon_{00}-1\) is lowered by 29.9%, 33.1% and 32.2%, which is not monotonic.

## Where the field goes

In this geometry the displacement \(D=E+4\pi P\) does not vary with \(x\), since the external field has no microscopic components. Where the polarization is large, the field must be small. In units of the average field, \(D=\varepsilon_M=2.413\). The field is 0.043 at the density maximum and 1.782 at the minimum, so \(4\pi P\) is 2.370 and 0.631 there. The field has withdrawn from the regions where it would polarize most.

The polarization ratio is about 3.8, while the density ratio is about 15. A rigid displacement of the electron cloud would make \(P\) proportional to the density, so the response is not a rigid displacement.

A medium with a local dielectric function \(\varepsilon(x)\), in a field along \(x\), makes the inequality transparent. A uniform field gives the average displacement \(\langle\varepsilon\rangle\). The actual field is \(D/\varepsilon(x)\), and setting its average to 1 gives

\[
\varepsilon_M=D=\langle1/\varepsilon\rangle^{-1}.
\]

The head is the arithmetic mean and the macroscopic constant the harmonic mean, which is never larger for positive \(\varepsilon(x)\). For \(\varepsilon(x)=3+1.5\cos(2\pi x/a)\) they are 3 and \(\sqrt{3^2-1.5^2}=2.598\), and the Schur complement gives the same 2.598. For a field parallel to the layers the wing vanishes and both constants equal 3.

## The Lorentz field has another reference

Replace atoms by dielectric spheres of constant \(\varepsilon_s=1+d\), filling a fraction \(f\) of space in a cubic arrangement, and keep only dipole fields. If \(P\) is the polarization inside a sphere, the average polarization is \(fP\). The Lorentz field is \(E+4\pi fP/3\), and the sphere's own depolarizing field is \(-4\pi P/3\). With \(4\pi P=dE_{\rm in}\), the field inside is

\[
E_{\rm in}=E-\frac{(1-f)d}{3}E_{\rm in}
\quad\Rightarrow\quad
E_{\rm in}=\frac{3E}{3+(1-f)d}.
\]

Therefore

\[
\varepsilon_M=1+\frac{4\pi fP}{E}=1+\frac{3fd}{3+(1-f)d}.
\]

A uniform field would give \(1+fd\), which is larger by

\[
fd\left[1-\frac{3}{3+(1-f)d}\right]=\frac{f(1-f)d^2}{3+(1-f)d}.
\]

Omitting the Lorentz term but keeping the depolarizing field gives \(1+3fd/(3+d)\), which is smaller than \(\varepsilon_M\). For \(\varepsilon_s=5\) and \(f=0.3\) the three values are 2.20 for the uniform field, 1.62 for \(\varepsilon_M\), and 1.51 without the Lorentz term. Higher multipoles raise \(\varepsilon_M\) to about 1.63 for a simple cubic array and leave the order unchanged. The factor \(4\pi/3\) belongs to this cubic geometry, not to the planar model above.

Both signs are thus correct. The polarizability of a separate sphere already includes its depolarization, and relative to that reference the neighbours enhance the response. The head contains neither effect. Relative to it, depolarization outweighs the enhancement.

## Where the argument stops

For a perturbation varying as \(e^{-i\omega t}\), the equation of motion \(\omega\,\delta\rho=[H_0,\delta\rho]+[v,\rho_0]\) gives \(\delta\rho_{mn}=(f_n-f_m)v_{mn}/(E_n-E_m+\omega)\). The two orderings of an occupied and an empty state then carry weights \(1/(\Delta-\omega)\) and \(1/(\Delta+\omega)\). Time reversal makes their matrix elements equal, so the weight \(1/\Delta\) is replaced by the mean, \(\Delta/(\Delta^2-\omega^2)\). Below the direct gap, 0.2945 hartree here, every weight remains positive and the proof is unchanged. At 0.8 of the gap, \(\varepsilon_{00}=5.61\) and \(\varepsilon_M=3.50\).

Above the gap some weights are negative, and in this model the order must reverse somewhere. Put \(z=\omega+i\eta\) with \(\eta>0\), and let \(\delta(z)=\varepsilon_M-\varepsilon_{00}=-w^TB^{-1}w\), where the model's amplitudes are real. For any vector \(b\),

\[
b^\dagger B(z)b=b^\dagger b+\sum_s\frac{p_s}{\Delta_s^2-z^2},\qquad p_s\ge0,
\]

where \(s\) labels transitions. If \(z^2\) is not real, all terms of the sum have imaginary parts of one sign. The expression could vanish only if every \(p_s\) did, and then \(b^\dagger b>0\) remains. If \(z^2\) is real in the upper half plane, it is negative, and every term is nonnegative. So \(B\) is invertible and \(\delta\) is analytic there. At large \(|z|\) the wings fall as \(z^{-2}\) and \(B\to1\), so \(\delta\) falls as \(z^{-4}\). Closing the contour in the upper half plane, and using that \({\rm Re}\,\delta\) is even in \(\omega\), gives

\[
\int_0^\infty{\rm Re}\,\delta(\omega+i\eta)\,d\omega=0 .
\]

At \(\omega=0\), \(z^2=-\eta^2\) makes all weights positive, so \(\delta\) is negative. It must be positive at some other frequency. With \(\eta=0.02\) hartree, the order is reversed from about 0.30 to about 0.63 hartree, most strongly near 0.33 hartree; at 0.330 hartree the real parts are \(-0.70\) for the head and 2.51 for \(\varepsilon_M\). The position and size of the maximum depend on \(\eta\). The order is thus guaranteed below the gap, but not at every frequency.

The nuclei are held fixed throughout, so both constants are electronic; the lattice contribution to the static constant of a polar crystal is not included. The size of the lowering, 22% here, belongs to the one-dimensional model, and only the sign carries over to real crystals. Two further conditions matter. Both constants must come from the same bands, since changing the bands changes the head itself. The kernel must also be the Coulomb interaction alone: an added exchange-correlation kernel alters the relation between external and total fields on which the proof rests, and the proof above does not cover the comparison of the resulting \(\varepsilon_M\) with the head built from \(\chi^0\).

## Values computed for the example and the checks

```
cell length 6.0 bohr, channel area 16.0 bohr^2
potential amplitude U 0.30 hartree
occupied band width 0.0427 hartree, direct gap 0.2945 hartree
first transverse excitation 0.3084 hartree
k points 64, reciprocal vectors in response 11
head eps_00 3.1122 (dimensionless, as all below unless marked)
wing w_1 0.7958, w_-1 0.7958, w_2 0.1159
body B_11 1.5900, B_1,-1 0.2310
lowering from G=+1,-1 only 0.6955
full lowering w B^-1 w 0.6996
macroscopic eps_M 2.4126
relative lowering of eps 22.48 percent
smallest, largest eigenvalue 1.00075, 3.7823
eps_M with |G index| <= 0: 3.112219
eps_M with |G index| <= 1: 2.416724
eps_M with |G index| <= 2: 2.412638
eps_M with |G index| <= 3: 2.412632
eps_M with |G index| <= 4: 2.412632
eps_M with |G index| <= 5: 2.412632
uniform field: field energy 1, electron energy 2.1122
relaxed field: field energy 1.3791, electron energy 1.0335
field/average at density maximum 0.0426, minimum 1.7819
density at maximum 0.04692, minimum 0.00311 bohr^-3
supercell 12 cells, q 0.08727 bohr^-1
eps_00(q): supercell 3.07224, matrix 3.07224
eps_M(q): supercell 2.38876, matrix 2.38876
field e_1(q): supercell -0.41481, matrix -0.41481
field e_-1(q): supercell -0.43982, matrix -0.43982
electron energy(q): supercell 1.01950, matrix 1.01950
U 0.15 hartree: gap 0.1493 hartree, eps_00 8.9107, eps_M 6.5477, eps-1 lowered 29.87 percent
U 0.30 hartree: gap 0.2945 hartree, eps_00 3.1122, eps_M 2.4126, eps-1 lowered 33.12 percent
U 0.60 hartree: gap 0.5594 hartree, eps_00 1.6712, eps_M 1.4552, eps-1 lowered 32.18 percent
layers 3+1.5cos: arithmetic 3.0000, harmonic 2.5981, Schur 2.5981
spheres eps 5, filling 0.3: bare average 2.2000, macroscopic 1.6207, without Lorentz field 1.5143
at frequency 0.2356 hartree (0.8 gap): eps_00 5.6089, eps_M 3.4955
broadening 0.02 hartree; largest reversal at 0.33 hartree
there Re eps_00 -0.7025, Re eps_M 2.5093
integral of Re difference 3.0e-06 hartree, of its modulus 0.8612 hartree
difference at 20 over difference at 10 hartree 0.0620
```
